Korhonen's Stress Diffusion Equation for a Confined Metal Line

**Definitions and conventions**

A straight metal line of length L and constant round section, radius a and area A = πa², is embedded in a large elastic dielectric, the matrix. The coordinate x runs along the line from the cathode end, x = 0, to the anode end, x = L. Electrons flow towards +x. The algebra uses atomic units, so the elementary charge is 1; T is the temperature and k_B T an energy.

The hydrostatic stress σ is positive in tension. Ω is the volume of one atom. The number of atoms added per unit volume of line is n, counted from the stress-free state in sections fixed to the matrix. Their volume fraction is

θ = Ωn.

J is the atomic flux towards +x, averaged over the section. The current pushes each atom along the electron flow with the wind force

F = zρj > 0,

where ρ is the resistivity, j the magnitude of the current density and z the magnitude of the effective charge number. The diffusivity D is also a section average, defined by the mobility: a small force f gives an atom the mean velocity Df/(k_B T). Transport along a thin interface is thus included in D.

**Theorem**

Assume that

(a) strains are small and the elasticity is linear and isotropic;
(b) σ is uniform over the section and varies along x over lengths much greater than a;
(c) local diffusion has relaxed the shear stress in the metal;
(d) vacancies store a negligible share of the atoms exchanged;
(e) the work done on an atom in one jump is small compared with k_B T;
(f) no void has formed, and the elastic constants do not vary along x.

Then

∂σ/∂t = ∂/∂x [ κ (∂σ/∂x + F/Ω) ],  κ = DBΩ/(k_B T),  (1)

with the effective modulus

1/B = 1/K + 1/G,  (2)

where K is the bulk modulus of the metal and G the shear modulus of the matrix.

The proof needs the stress caused by added atoms, the force this stress exerts on an atom, and the flux that follows.

**Lemma 1 (effective modulus)**

Added atoms of volume fraction θ cause the stress σ = −Bθ and store the elastic energy w = Bθ²/2 per unit volume of line, with B from (2).

Proof. By (b), the matrix is locally in plane strain with a radial displacement u(r). With λ the first Lamé constant of the matrix, radial equilibrium reads

(λ + 2G) d/dr [ (1/r) d(ru)/dr ] = 0.

Its solutions are r and 1/r. The displacement must vanish far away, so u = c/r. Then u′ = −c/r² and u/r = c/r² cancel in the volume strain, and

σ_rr = λ(u′ + u/r) + 2Gu′ = −2Gc/r².

Let e = 2u(a)/a = 2c/a² be the relative increase of the hole's area. The pressure on its wall is

p = −σ_rr(a) = 2Gc/a² = Ge.

The constant λ has dropped out: the matrix is sheared around the line, not compressed. The work of the pressure, per unit length and divided by the area, is

(1/2) p · 2πa u(a)/(πa²) = pe/2 = Ge²/2.

The metal has room for a volume increase e but has received θ, so its elastic volume strain is e − θ. By (c) it stores no shear energy. Together,

w = (K/2)(e − θ)² + (G/2)e².

Equilibrium minimizes w over e:

K(e − θ) + Ge = 0, hence e = Kθ/(K + G).

Therefore

e − θ = −Gθ/(K + G),

σ = K(e − θ) = −KGθ/(K + G) = −Bθ.

Inserting e into w gives

w = KG(G + K)θ²/[2(K + G)²] = Bθ²/2. ∎

The compliances add because an added atom finds room in two ways: the metal is compressed and the hole widens. A rigid matrix gives B = K. A very soft one gives B ≈ G, and added atoms then cause little stress.

**Lemma 2 (chemical potential)**

Apart from a constant, the chemical potential of an atom in the line is μ = −Ωσ.

Proof. The elastic energy is E = ∫ A(Bθ²/2) dx. One atom added near x changes θ by δθ with ∫ A δθ dx = Ω. To first order,

δE = ∫ A Bθ δθ dx = BθΩ = −Ωσ.

The new atom extends the lattice by one site, so no entropy of mixing enters. ∎

The force derived from μ is −∂μ/∂x = +Ω ∂σ/∂x. It drives atoms towards greater tension, where there is a shortage of them.

**Lemma 3 (flux)**

J = D/(Ωk_B T) · (F + Ω ∂σ/∂x).  (3)

Proof. The total force on an atom is f = F + Ω ∂σ/∂x. Consider lattice planes a distance b apart. Without a force, let an atom jump to the next plane at rate Γ in each direction. Its mean square displacement is 2Γb²t = 2Dt, so D = Γb² if successive jumps are independent.

A forward jump releases the energy fb. Detailed balance requires the ratio of forward to backward rates to be exp[fb/(k_B T)]. Sharing the work equally between the two directions gives

Γ± = Γ exp[±fb/(2k_B T)].

A plane holds b/Ω atoms per unit area, so

J = (b/Ω)(Γ₊ − Γ₋) = (2bΓ/Ω) sinh[fb/(2k_B T)].

By (e), sinh y ≈ y, and

J = b²Γf/(Ωk_B T) = Df/(Ωk_B T).

If jumps are correlated, this last form still holds, because D was defined by the mobility. ∎

**Proof of the theorem**

Atoms are conserved in each section of the line:

∂n/∂t = −∂J/∂x.

Lemma 1 gives σ = −BΩn, and B is constant along x. Hence

∂σ/∂t = −BΩ ∂n/∂t = +BΩ ∂J/∂x.

The two minus signs cancel: where more atoms leave than arrive, tension grows. Inserting (3),

∂σ/∂t = BΩ ∂/∂x [ D/(Ωk_B T) · (F + Ω ∂σ/∂x) ].

Taking Ω out of the inner bracket and the constant BΩ inside the derivative turns the prefactor into DBΩ/(k_B T), which is κ. This is (1). ∎

**Remark 1 (what the equation says)**

Stress spreads with κ, not with D, and κ/D = BΩ/(k_B T). This ratio is large when BΩ greatly exceeds the thermal energy. Adding the volume fraction θ changes μ by BΩθ, so even a small transfer of atoms then builds a strong back-force. BΩ is an energy scale, not the cost of one atom, which is −Ωσ and vanishes in a stress-free line.

If D and F do not depend on x, the wind term drops out of the interior of (1), since F/Ω has no gradient. The current then acts through the ends, where it fixes the stress gradient. If D changes along x, for instance between different grain structures, the flux diverges there and stress builds up inside the line.

**Corollary 1 (line with blocked ends)**

Let D and F be constant, let σ = 0 at t = 0, and let no atoms pass the ends. With g = F/Ω,

σ(x,t) = g [ L/2 − x − (4L/π²) Σ cos(mπx/L) exp(−m²π²κt/L²)/m² ],  (4)

summed over odd m.

Proof. By (3), J = 0 means ∂σ/∂x = −g at both ends. Write σ = g(L/2 − x) + v. Then ∂v/∂t = κ ∂²v/∂x², ∂v/∂x = 0 at the ends, and v = −g(L/2 − x) at the start. The modes with zero end slope are cos(mπx/L), and each decays as exp(−m²π²κt/L²). The coefficients of L/2 − x follow by partial integration. The boundary term vanishes because sin(mπx/L) is zero at both ends:

c_m = (2/L) ∫₀ᴸ (L/2 − x) cos(mπx/L) dx
= (2/L)(L/mπ) ∫₀ᴸ sin(mπx/L) dx
= (2L/m²π²)[1 − (−1)^m].

This is 4L/(π²m²) for odd m and zero for even m ≥ 2. The mean of L/2 − x is zero, so there is no constant term. ∎

At late times σ = g(L/2 − x), and the cathode stress is

σ_∞ = FL/(2Ω).  (5)

The back-force of the stress gradient then balances the wind. Neither B nor D appears: they set the pace, not the final stress. If a void needs the stress rise σ_c, a line starting from zero stress stays below it when L is shorter than

L_c = 2Ωσ_c/F.  (6)

**Corollary 2 (early times)**

While κt is much smaller than L²,

σ(0,t) = (2F/Ω) √(κt/π),  (7)

and σ_c is reached at

t_c = (π/4κ)(Ωσ_c/F)².  (8)

Proof. Set s = L/(2√(κt)) and ierfc(y) = ∫ erfc(q) dq from y to ∞, so that ierfc(0) = 1/√π. The gradient ∂σ/∂x obeys the diffusion equation, starts at zero and is held at −g at both ends. Near one end of a very long line it is −g erfc[x/(2√(κt))]. For the finite line, images restore the value −g at both ends:

∂σ/∂x = −g Σ (−1)^m { erfc[(mL + x)/(2√(κt))] + erfc[((m+1)L − x)/(2√(κt))] },

with m = 0, 1, 2, … At x = 0 the terms cancel in pairs except erfc(0) = 1, and likewise at x = L.

By (4), σ is odd about the middle of the line, so σ(0,t) is half the stress drop from 0 to L. Integrating each term over the line gives

σ(0,t) = 2g√(κt) [ 1/√π − 2 ierfc(s) + 2 ierfc(2s) − … ].  (9)

For large s the first term remains, which is (7). Setting it equal to σ_c and squaring gives (8). ∎

The correction in (9) is negative: compression spreading from the anode reaches the cathode and slows the rise. From erfc(q) < exp(−q²)/(q√π) it follows that 2 ierfc(s) is less than exp(−s²)/s² of the leading term. At t = t_c, (6) and (8) give √(κt_c) = √π L_c/4, so

s = 2L/(√π L_c).

For L = 1.5 L_c this makes s = 1.69, and (7) is too high by less than 2% at t_c.

Closer to L_c the slowest mode of (4) governs. Keeping m = 1,

σ(0,t) ≈ σ_∞ [1 − (8/π²) exp(−π²κt/L²)],

and solving for σ(0,t) = σ_c, with σ_c/σ_∞ = L_c/L,

t ≈ (L²/π²κ) ln[ (8/π²)/(1 − L_c/L) ].

The time grows without limit as L falls to L_c.

**Worked example**

The parameters are round values in the rough regime of an accelerated test of a damascene copper line: a = 50 nm, L = 100 µm, T = 573 K, Ω = 0.012 nm³, z = 1, ρ = 4.0 µΩ cm and j = 2.0 MA/cm². The elastic constants are K = 140 GPa and G = 30 GPa. The diffusivity has the prefactor 1.0×10⁻⁵ cm²/s and activation energy 0.90 eV. The threshold σ_c = 200 MPa is a chosen stress rise, not a measured strength.

The field is 4.0 × 2.0 = 8.0 V/cm, so F = 8.0×10⁻⁷ eV/nm. With k_B T = 0.04938 eV,

D = 1.0×10⁻⁵ exp(−0.90/0.04938) = 1.21×10⁻¹³ cm²/s.

The initial flux DF/(Ωk_B T) is 0.016 atoms per nm² and second. The modulus is

B = 140 × 30/(140 + 30) = 24.7 GPa.

Hence BΩ = 1.85 eV and κ/D = 1.85/0.04938 = 37.5, which gives

κ = 37.48 × 1.214×10⁻¹³ = 4.55×10⁻¹² cm²/s,

or 3.93×10⁻¹² in atomic units.

At the threshold Ωσ_c = 0.0150 eV, so Ωσ_c/F = 18.7 µm and L_c = 37.4 µm. The line is longer than this, and its final cathode stress would be 534 MPa if no void formed. With κ = 455 nm²/s,

t_c = (π/4)(18 720 nm)²/(455 nm²/s) ≈ 6.05×10⁵ s, or 168 h.

Here s = 3.01, and the error of (7) relative to its own value is below 2×10⁻⁵. The cathode stress is 100 MPa at t_c/4 and 200 MPa at t_c, as the square root requires. At 4t_c, (7) would give 400 MPa, but the series gives 388 MPa. Equation (9) accounts for the difference: now s = 1.51, ierfc(s) = 0.0084 and 2g√(κt) = 709 MPa, so the first correction is −2 × 0.0084 × 709 = −12 MPa.

A separate calculation tested the chain of lemmas. A finite-element minimization supplied the elastic energy of added atoms, and atoms then hopped among 160 cells at rates set by energy differences and detailed balance. Neither μ = −Ωσ nor (1) entered the hopping rates. Only the reading of the wall stress from the first cell, whose centre lies half a cell away, used the end gradient −F/Ω. The threshold was reached at 6.053×10⁵ s, against 6.054×10⁵ s from (8). At t_c the stress profile differed from (4) by at most 2×10⁻⁵ of σ_c.

In the same model a softer matrix, G = 5 GPa, lowers B to 4.83 GPa and delays the threshold to 3.10×10⁶ s. The factor 5.1 is the ratio of the moduli, with σ_c, D and F held fixed. The test also confirmed that the final stress is unchanged.

**Remark 2 (where the assumptions give way)**

Initial stress. If D does not depend on σ, only gradients of σ enter (1), and a uniform initial stress is simply added to the solution. If the metal was stress-free at 623 K and contracts more than its surroundings by 1.6×10⁻⁵ per kelvin, cooling to 573 K acts as missing volume once the shear stress has relaxed as in (c):

σ_T = 3 × 1.6×10⁻⁵ × 50 × 24.7 GPa = 59 MPa.

If 200 MPa is the total stress needed, t_c is multiplied by (1 − 59/200)² = 0.50.

Shear in the metal. Suppose atoms are added equally in all directions and the shear does not relax. The axial strain is blocked, so the metal has total strains (e/2, e/2, 0). Their deviatoric part is (e/6, e/6, −e/3), with squared sum e²/6. For a metal shear modulus G_s this adds G_s e²/6 to w, which replaces G by G + G_s/3. With G_s = 45 GPa, B rises to 34 GPa and t_c falls by 27%. If atoms are added only at boundaries across the line, the normal stress there replaces the mean stress in μ. The elastic strains of the metal are then (e/2, e/2, −θ), and

w = (K/2)(e − θ)² + G_s(e + 2θ)²/6 + (G/2)e².

Minimizing over e gives w = B′θ²/2 with B′ = 135 GPa. Equation (1) then holds for the normal stress with B′ in place of B, and for the same threshold in that stress t_c falls by a factor of 5.4.

Stress-dependent diffusivity. If D grows as exp[Ωσ/(k_B T)], it is 35% higher at 200 MPa, yet the hopping model reaches the threshold just 5% earlier. Near the middle of the line σ is still close to zero, so D and the flux there are almost what they are with constant D. The number of atoms lost from the cathode half is therefore nearly the same; what changes is how the loss is spread along x.

Short wavelengths. For a stress varying as cos(x/a), the finite-element model, with a matrix Poisson's ratio of 0.2 and no shear traction at the interface, gives a B 25% higher than (2). For variation with wavenumber 1/√(κt_c), where √(κt_c) = 16.6 µm, the change is 5×10⁻⁶ in the same model. A stress varying along x in fact needs a wall shear (a/2)|∂σ/∂x| to hold the metal in axial equilibrium; including it makes these changes about 24% and 2×10⁻⁵. Assumption (b) thus fails at very early times. At t_c it holds except within a distance of order a from the ends.

Vacancies. If their site fraction c follows exp[Ωσ/(k_B T)], then dc/dσ = cΩ/(k_B T), and they store c/(k_B T) atoms per unit volume and stress. Added lattice sites store 1/(BΩ). The ratio cBΩ/(k_B T) is 10⁻⁹ for a formation energy of 1.2 eV.

Heating and strain. Joule heating is 0.07 K for a single line 1000 nm from a heat sink, through a dielectric of conductivity 1 W/(m K). The swelling σ_c/B, which sets the scale of the finite-strain corrections, is 0.8% for G = 30 GPa and 4% for G = 5 GPa.

**Remark 3 (the model beside real lines)**

Real damascene lines have nearly rectangular sections, stiff liners and caps, and often dielectrics softer than the 30 GPa used here. These change B, and the soft-matrix case shows that the effect on t_c can be several-fold. The model's critical product jL_c is 2.0 MA/cm² × 37.4 µm ≈ 7500 A/cm. This is high beside the few thousand A/cm that is roughly typical of copper lines. A lower threshold, a larger z, a higher resistivity or an initial tension would each reduce it. The tension of 59 MPa alone would lower the product by 30%.

The result should not be carried to a temperature of use by scaling D alone. At 378 K, D is smaller by a factor of about 12 000, but the thermal tension, estimated as in Remark 2 with relaxed shear, is 290 MPa, above the chosen threshold before any current flows. In a fully elastic metal with G_s = 45 GPa the mean tension would be 400 MPa. If creep at 378 K then relaxes the shear stress without changing the metal's volume, and the matrix stays elastic, the mean tension falls to 290 MPa. A lifetime rule based on (8) therefore needs the initial stress at the temperature of use, as well as blocked ends, L well above L_c and no void at the start. Even then, (8) gives only the time to the threshold stress. The growth of a void until the line fails is not included and need not be short.

The full set of computed values is in the numerical output below.

Table of computed values

```
INPUTS (round model values)
temperature = 573 K
line radius = 50 nm
line length = 100000 nm
atomic volume = 0.012 nm^3
effective charge number = 1.0
resistivity = 4.0 microohm cm
current density = 2.0 MA/cm^2
diffusion prefactor = 1.0e-05 cm^2/s
activation energy = 0.90 eV
metal bulk modulus = 140 GPa
matrix shear modulus = 30 GPa
soft matrix shear modulus = 5 GPa
threshold stress rise = 200 MPa
RESULTS
kT = 0.04938 eV
electric field = 8.00 V/cm
wind force = 8.000e-07 eV/nm
atomic diffusivity = 1.214e-13 cm^2/s
initial flux = 1.639e-02 atoms/(nm^2 s)
B, formula = 24.706 GPa
B, finite elements = 24.706 GPa
B, soft matrix = 4.828 GPa
kappa/D = 37.48
kappa = 4.548e-12 cm^2/s
kappa = 3.929e-12 atomic units
threshold time, formula = 6.0541e+05 s
threshold time, formula = 168.2 h
threshold time, hopping = 6.0531e+05 s
threshold time, soft matrix hopping = 3.0978e+06 s
cathode stress at 0.25 t_c = 100.0 MPa
cathode stress at 1.00 t_c = 200.0 MPa
cathode stress at 4.00 t_c = 388.1 MPa
steady cathode stress = 534.1 MPa
critical length = 37449 nm
max profile error / threshold = 2.0e-05
max steady error / steady stress = 4.2e-05
NEGLECTED EFFECTS
t_c ratio, D ~ exp(Omega sigma/kT) = 0.950
B with unrelaxed metal shear = 34.05 GPa
thermal expansion difference = 1.6e-05 1/K
stress-free temperature = 623 K
thermal tension at test = 59.3 MPa
t_c ratio if threshold is total stress = 0.495
temperature of use = 378 K
thermal tension at use = 290.5 MPa
D(use)/D(test) = 8.25e-05
stress spreading length at t_c = 16594 nm
B change at that length = 4.7e-06
B change at wavenumber 1/radius = 0.249
vacancy formation energy = 1.2 eV
vacancy storage / site storage = 1.0e-09
Joule heating (1 W/(m K), sink 1000 nm) = 0.074 K
swelling at threshold = 0.0081
```
